# Ghost-Atom Overhead of Message-Passing and Strictly Local Potentials in Domain Decomposition: test program

```python
"""
Result under test: for cubic domains of edge L, cutoff rc and T message-passing
layers, one ghost exchange with a box halo of width T*rc gives
    (owned + ghost) / owned = (1 + 2*T*rc/L)**3,
while a strictly local edge-based model needs only the value for T = 1.
Ghost forces are assumed to be returned to their owners.
Lengths are in bohr and toy-network energies in Ry. The networks have fixed,
untrained weights and serve only to test which atoms influence which energies.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.optimize import brentq
from scipy.sparse import csr_matrix
from scipy.spatial import cKDTree
from scipy.spatial.transform import Rotation

rng = np.random.default_rng(7)
spacing, rc, L, T = 5.0, 10.0, 40.0, 3
density = 1 / spacing**3
block_half = 65.0

# Rotated, slightly disordered lattice filling a large cubic block
n = np.arange(-24, 25)
sites = np.stack(np.meshgrid(n, n, n, indexing="ij"), -1).reshape(-1, 3)
turn = Rotation.from_euler("xyz", [0.37, 0.61, 0.23]).as_matrix()
atoms = (sites * spacing) @ turn.T + rng.normal(0, 0.2, sites.shape)
atoms = atoms[np.max(np.abs(atoms), axis=1) < block_half]
box_distance = np.max(np.abs(atoms), axis=1)
owned = box_distance < L / 2


def total_ratio(layers, edge):
    return (1 + 2 * layers * rc / edge)**3


def ghost_ratio(layers, edge):
    return total_ratio(layers, edge) - 1


def rounded_ratio(width, edge):
    volume = (edge**3 + 6 * edge**2 * width + 3 * np.pi * edge * width**2
              + 4 * np.pi * width**3 / 3)
    return volume / edge**3


def neighbour_graph(pos):
    """Directed edges, smooth weights, unit vectors, sum over each centre."""
    pairs = cKDTree(pos.real).query_pairs(rc, output_type="ndarray")
    centre = np.r_[pairs[:, 0], pairs[:, 1]]
    other = np.r_[pairs[:, 1], pairs[:, 0]]
    d = pos[other] - pos[centre]
    r2 = np.sum(d * d, axis=1)
    weight = (1 - r2 / rc**2)**2
    unit = d / np.sqrt(r2)[:, None]
    gather = csr_matrix((np.ones(len(centre)),
                         (centre, np.arange(len(centre)))),
                        shape=(len(pos), len(centre)))
    return centre, other, weight, unit, gather


def message_passing(pos, layers, after=None):
    """Scalar and vector node features; atomic energy = last scalar, in Ry."""
    centre, other, f, unit, gather = neighbour_graph(pos)
    h = np.ones(len(pos), dtype=pos.dtype)
    v = np.zeros(pos.shape, dtype=pos.dtype)
    for t in range(1, layers + 1):
        m = gather @ (f * h[other]) / 10
        u = gather @ (f[:, None] * (h[other, None] * unit + v[other])) / 10
        h = np.tanh(0.5 * h + m + np.sum(u * u, axis=1))
        v = u + 0.5 * v
        if after is not None:
            after(t, h, v)
    return h


def strictly_local(pos, layers):
    """Edge scalars and vectors, updated only by edges with the same centre."""
    centre, other, f, unit, gather = neighbour_graph(pos)
    x, w = f.copy(), f[:, None] * unit
    for _ in range(layers):
        env = gather @ (f[:, None] * w) / 10
        x = np.tanh(x + np.sum(w * env[centre], axis=1))
        w = x[:, None] * (w + env[centre])
    return gather @ (f * x) / 10


def in_halo(model, width, layers, pos=atoms, **options):
    """Atomic energies computed with only the atoms inside the halo box."""
    keep = box_distance < L / 2 + width
    energies = np.full(len(atoms), np.nan, dtype=pos.dtype)
    energies[keep] = model(pos[keep], layers, **options)
    return energies


def owned_error(a, b):
    return np.max(np.abs(a[owned] - b[owned]))


# Both networks are rotation invariant in the energy
small = atoms[box_distance < 15]
for model in (message_passing, strictly_local):
    assert np.allclose(model(small, T), model(small @ turn.T, T), atol=1e-12)

# Atom counts averaged over domain positions against the volume formulas
widths = np.arange(T + 1) * rc
box_counts, round_counts = np.zeros(T + 1), np.zeros(T + 1)
n_shifts = 60
for shift in rng.uniform(-14, 14, (n_shifts, 3)):
    rel = np.abs(atoms - shift)
    far = np.max(rel, axis=1)
    gap = np.linalg.norm(np.maximum(rel - L / 2, 0), axis=1)
    box_counts += [np.sum(far < L / 2 + w) for w in widths]
    round_counts += [np.sum(gap <= w) for w in widths]
box_counts /= n_shifts
round_counts /= n_shifts
for k in range(T + 1):
    assert abs(box_counts[k] / box_counts[0] / total_ratio(k, L) - 1) < 0.01
    assert abs(round_counts[k] / box_counts[0]
               / rounded_ratio(widths[k], L) - 1) < 0.01
assert abs(box_counts[0] / (density * L**3) - 1) < 0.01

# True hop set of the central domain on the neighbour graph
centre, other = neighbour_graph(atoms)[:2]
reached = owned.copy()
hop_counts = []
gap = np.linalg.norm(np.maximum(np.abs(atoms) - L / 2, 0), axis=1)
for t in range(1, T + 1):
    grown = reached.copy()
    grown[centre[reached[other]]] = True
    reached = grown
    assert np.all(gap[reached] <= t * rc)
    hop_counts.append(int(reached.sum()))
assert hop_counts[-1] > hop_counts[0]

# Energies of owned atoms: sufficient halos agree, narrow halos fail
history = []
reference = message_passing(
    atoms, T, after=lambda t, h, v: history.append((h.copy(), v.copy())))
mp_errors = [owned_error(in_halo(message_passing, k * rc, T), reference)
             for k in (1, 2, 3)]
assert mp_errors[2] < 1e-12 and min(mp_errors[:2]) > 1e-8
local_reference = strictly_local(atoms, T)
local_good = owned_error(in_halo(strictly_local, rc, T), local_reference)
local_bad = owned_error(in_halo(strictly_local, rc / 2, T), local_reference)
assert local_good < 1e-12 and local_bad > 1e-8


# Layer t is needed only within (T-t)*rc of the domain
def shrinking_error(missing):
    distance = box_distance[box_distance < L / 2 + T * rc]

    def erase(t, h, v):
        outside = distance >= L / 2 + max(T - t - missing, 0) * rc
        h[outside] = 0
        v[outside] = 0
    return owned_error(in_halo(message_passing, T * rc, T, after=erase),
                       reference)


shrink_good, shrink_bad = shrinking_error(0), shrinking_error(1)
assert shrink_good < 1e-12 and shrink_bad > 1e-8
work_formula = sum(total_ratio(T - t, L) for t in range(1, T + 1)) / T
work_counted = box_counts[:T].sum() / (T * box_counts[0])
assert abs(work_counted / work_formula - 1) < 0.01

# Exchange of ghost features after each layer: a halo of one cutoff suffices
keep_one = box_distance < L / 2 + rc
ghost_one = ~owned[keep_one]


def exchange(t, h, v):
    h[ghost_one] = history[t - 1][0][keep_one][ghost_one]
    v[ghost_one] = history[t - 1][1][keep_one][ghost_one]


exchange_error = owned_error(
    in_halo(message_passing, rc, T, after=exchange), reference)
assert exchange_error < 1e-12

# Force contributions by complex-step derivatives, for two layers
T_force, step = 2, 1e-30


def energy_slopes(atom, width=None):
    moved = atoms.astype(complex)
    moved[atom, 0] += 1j * step
    if width is None:
        return message_passing(moved, T_force).imag / step
    return in_halo(message_passing, width, T_force, pos=moved).imag / step


face = np.array([L / 2, 0, 0])
to_face = np.linalg.norm(atoms - face, axis=1)
inside_atom = np.argmin(np.where(owned, to_face, np.inf))
ghost_atom = np.argmin(np.where(owned, np.inf, to_face))
partial_errors = [owned_error(energy_slopes(a, T_force * rc),
                              energy_slopes(a))
                  for a in (inside_atom, ghost_atom)]
assert max(partial_errors) < 1e-12
full_force = -np.sum(energy_slopes(inside_atom))
force_errors = [abs(-np.nansum(energy_slopes(inside_atom, k * T_force * rc))
                    - full_force) for k in (1, 2)]
assert force_errors[1] < 1e-12 and force_errors[0] > 1e-8

# Ratio of ghost overheads: monotonic, between T and T**3
x, k = sp.symbols("x k", positive=True)
quotient = ((1 + k * x)**3 - 1) / ((1 + x)**3 - 1)
top, bottom = 3 + 3 * k * x + k**2 * x**2, 3 + 3 * x + x**2
assert sp.simplify(quotient - k * top / bottom) == 0
slope_top = 9 * (k - 1) + 6 * (k**2 - 1) * x + 3 * k * (k - 1) * x**2
assert sp.simplify(sp.diff(quotient, x) - k * slope_top / bottom**2) == 0
assert sp.limit(quotient.subs(k, T), x, 0) == T
assert sp.limit(quotient.subs(k, T), x, sp.oo) == T**3

# Domain edge at which ghosts equal owned atoms
equal_edge = {}
for layers in (1, T):
    root = brentq(lambda edge: ghost_ratio(layers, edge) - 1, 1, 1e4)
    assert abs(root - 2 * layers * rc / (2**(1 / 3) - 1)) < 1e-6
    equal_edge[layers] = root

bohr = physical_constants["Bohr radius"][0] * 1e10
print(f"density = {density:.4f} bohr^-3; cutoff = {rc:.1f} bohr")
print(f"domain edge = {L:.1f} bohr; layers T = {T}")
print(f"expected owned atoms = {density * L**3:.0f}")
print(f"mean counted owned atoms = {box_counts[0]:.1f}")
for layers in (1, 2, 3):
    print(f"halo {layers * rc:.0f} bohr: total/owned formula "
          f"{total_ratio(layers, L):.3f}, counted "
          f"{box_counts[layers] / box_counts[0]:.3f}")
    print(f"  ghosts/owned = {ghost_ratio(layers, L):.3f}; expected ghosts = "
          f"{density * L**3 * ghost_ratio(layers, L):.0f}")
    print(f"  rounded halo total/owned: formula "
          f"{rounded_ratio(layers * rc, L):.3f}, counted "
          f"{round_counts[layers] / box_counts[0]:.3f}")
    print(f"  central domain, {layers}-hop set/owned = "
          f"{hop_counts[layers - 1] / owned.sum():.3f}")
print(f"total-atom ratio, T=3 to local = "
      f"{total_ratio(T, L) / total_ratio(1, L):.3f}")
print(f"ghost-atom ratio, T=3 to local = "
      f"{ghost_ratio(T, L) / ghost_ratio(1, L):.3f}")
print(f"node-update factor W: formula {work_formula:.3f}, "
      f"counted {work_counted:.3f}")
for edge in (10, 20, 40, 80, 160, 320):
    g1, gT = ghost_ratio(1, edge), ghost_ratio(T, edge)
    print(f"edge {edge} bohr: ghosts/owned local {g1:.3f}, "
          f"T=3 {gT:.3f}, ratio {gT / g1:.2f}")
for layers, edge in equal_edge.items():
    print(f"ghosts = owned, T={layers}: edge {edge:.1f} bohr "
          f"= {edge * bohr:.1f} angstrom, atoms {density * edge**3:.0f}")
print("largest owned-energy errors of the toy networks, in Ry:")
for layers, error in zip((1, 2, 3), mp_errors):
    print(f"  message passing T=3, halo {layers * rc:.0f} bohr: {error:.1e}")
print(f"  strictly local, 3 layers, halo 10 bohr: {local_good:.1e}")
print(f"  strictly local, 3 layers, halo 5 bohr: {local_bad:.1e}")
print(f"  shrinking layer regions: {shrink_good:.1e}; "
      f"one cutoff too small: {shrink_bad:.1e}")
print(f"  features exchanged each layer, halo 10 bohr: {exchange_error:.1e}")
print("force tests for T=2, in Ry/bohr:")
print(f"  partial forces, halo 20 bohr, error: {max(partial_errors):.1e}")
print(f"  full force component on one atom: {full_force:.3e}")
print(f"  no reverse communication, halo 20 bohr, error: "
      f"{force_errors[0]:.1e}")
print(f"  no reverse communication, halo 40 bohr, error: "
      f"{force_errors[1]:.1e}")
print("tests ok")
```

Output:

```
density = 0.0080 bohr^-3; cutoff = 10.0 bohr
domain edge = 40.0 bohr; layers T = 3
expected owned atoms = 512
mean counted owned atoms = 512.7
halo 10 bohr: total/owned formula 3.375, counted 3.370
  ghosts/owned = 2.375; expected ghosts = 1216
  rounded halo total/owned: formula 3.154, counted 3.151
  central domain, 1-hop set/owned = 2.450
halo 20 bohr: total/owned formula 8.000, counted 7.990
  ghosts/owned = 7.000; expected ghosts = 3584
  rounded halo total/owned: formula 6.880, counted 6.872
  central domain, 2-hop set/owned = 4.827
halo 30 bohr: total/owned formula 15.625, counted 15.603
  ghosts/owned = 14.625; expected ghosts = 7488
  rounded halo total/owned: formula 12.569, counted 12.550
  central domain, 3-hop set/owned = 8.254
total-atom ratio, T=3 to local = 4.630
ghost-atom ratio, T=3 to local = 6.158
node-update factor W: formula 4.125, counted 4.120
edge 10 bohr: ghosts/owned local 26.000, T=3 342.000, ratio 13.15
edge 20 bohr: ghosts/owned local 7.000, T=3 63.000, ratio 9.00
edge 40 bohr: ghosts/owned local 2.375, T=3 14.625, ratio 6.16
edge 80 bohr: ghosts/owned local 0.953, T=3 4.359, ratio 4.57
edge 160 bohr: ghosts/owned local 0.424, T=3 1.600, ratio 3.77
edge 320 bohr: ghosts/owned local 0.199, T=3 0.675, ratio 3.38
ghosts = owned, T=1: edge 76.9 bohr = 40.7 angstrom, atoms 3645
ghosts = owned, T=3: edge 230.8 bohr = 122.2 angstrom, atoms 98406
largest owned-energy errors of the toy networks, in Ry:
  message passing T=3, halo 10 bohr: 5.7e-03
  message passing T=3, halo 20 bohr: 4.1e-06
  message passing T=3, halo 30 bohr: 2.2e-16
  strictly local, 3 layers, halo 10 bohr: 1.1e-16
  strictly local, 3 layers, halo 5 bohr: 2.6e-02
  shrinking layer regions: 2.2e-16; one cutoff too small: 2.8e-01
  features exchanged each layer, halo 10 bohr: 1.1e-16
force tests for T=2, in Ry/bohr:
  partial forces, halo 20 bohr, error: 5.2e-18
  full force component on one atom: 4.243e-03
  no reverse communication, halo 20 bohr, error: 5.0e-05
  no reverse communication, halo 40 bohr, error: 0.0e+00
tests ok
```
